Tin and Lead Halide Perovskites: Easier Oxidation, Conditionally Smaller Gaps

Taking the outer s pair from a free Sn²⁺ ion costs 73.0 eV in a relativistic density functional calculation; taking it from Pb²⁺ costs 76.0 eV. With relativity switched off, the same calculation gives 70.2 eV for tin and 67.1 eV for lead. The order is reversed, and the pair would be cheaper to remove from lead than from tin.

This inert pair effect reaches into the halide perovskites ABX₃, because their highest filled band contains the s orbital of the metal B. Tin iodide perovskites oxidise more readily than lead ones, and their gaps are smaller, very roughly 1.3 eV against 1.6 eV. The question here is whether the shallower 5s level of tin explains each of these facts. A small tight-binding model supports the first explanation. For the second it gives a condition, which one simple choice of parameters does not meet, although that outcome depends on how the atomic levels are defined.

**The crystal and its hoppings**

Take a cubic crystal with lattice constant a. The metal B sits at the origin, and three halogens X₁, X₂, X₃ sit half a lattice constant away along x, y and z. Each atom carries one s and three p orbitals, and hopping connects nearest B–X neighbours. The A ion supplies one electron and nothing else. Spin-orbit coupling is kept on B and dropped on X. The iodine 5p splitting, 1.03 eV, is not small; with the hoppings of 1.0 eV used below, restoring it changes the differences between tin and lead by about 0.02 eV and lowers the gaps by 0.07 to 0.09 eV. Direct X–X hopping and tilting of the octahedra are left out.

Along axis i, the B atom has a neighbour X at +a/2 and another at −a/2. A p orbital changes sign under reflection, so the hopping between B s and the X p orbital along the bond is +V on one side and −V on the other. With the Bloch phases, the sum is

V exp(ik_i a/2) − V exp(−ik_i a/2) = 2iV sin(k_i a/2).

The hopping between B p and X s, of size V′, is odd in the same way and gives −2iV′ sin(k_i a/2). The s–s and p–p hoppings are even, so they give 2cos(k_i a/2) times a constant.

At the zone corner R every k_i equals π/a. The sines are then 1 and the cosines vanish, so that s–p hopping alone survives.

**The valence edge**

At R the B s orbital couples with equal strength 2iV to three X p orbitals, one on each halogen. It therefore meets a single normalised combination,

|P⟩ = (|p₁⟩ + |p₂⟩ + |p₃⟩)/√3,

with matrix element

⟨s|H|P⟩ = 3 × 2iV/√3 = 2√3 iV.

Its squared modulus is 12V². With E_s and E_X the energies of B s and X p, the levels follow from

(E_s − E)(E_X − E) − 12V² = 0.

Define δ = (E_X − E_s)/2, which is positive here, so that (E_s + E_X)/2 = E_X − δ. The upper root is

E_v = E_X − δ + √(δ² + 12V²).

This level is antibonding. The first row of the eigenvalue problem, (E_s − E_v)c_s + 2√3 iV c_P = 0, gives

c_P = −i(E_v − E_s)c_s/(2√3 V).

The amplitude of the p orbital on the halogen at +a/2 is c_P/√3 times the Bloch phase exp(iπ/2) = i, which is

(E_v − E_s)c_s/(6V).

For V > 0 this has the sign of c_s. The positive lobe of that p orbital points away from B, so its negative lobe faces the positive s orbital and there is a node in the bond. On the other side both the phase and the direction are reversed, and the node is there too.

Electron counting shows that this level is filled. A gives 1 electron, B gives 4 and three halogens give 21, which makes 26 electrons, or 13 doubly occupied levels. At R these are three bonding levels of X s with B p, one bonding s–p level, eight X p levels without a partner at E_X, and the antibonding level E_v. The empty levels above them belong mainly to B p. This assignment holds while E_v lies below the lowest of those.

**How the s level moves the edge**

Differentiate E_v with respect to E_s at fixed E_X and V. Since dδ/dE_s = −1/2,

dE_v/dE_s = ½[1 − δ/√(δ² + 12V²)] = w_s.

By the Hellmann–Feynman theorem this derivative is |c_s|², the weight w_s of the metal s orbital in the edge state. For δ > 0 and V ≠ 0 it lies between 0 and ½. A shallower s level therefore raises the valence edge, by less than half of its own shift.

Two limits show how much the mixing matters. For weak hopping, √(δ² + 12V²) ≈ δ + 6V²/δ, hence

E_v ≈ E_X + 12V²/(E_X − E_s).

The edge is then almost pure halogen p, and the metal s level enters only through the denominator of a small correction. At V = 0 the edges of the two compounds coincide. For strong hopping, E_v ≈ (E_s + E_X)/2 + 2√3 V, and half of any shift in E_s reaches the edge.

**Levels from free atoms**

The atomic levels used here are Kohn–Sham eigenvalues of free, spherically averaged atoms, from the Dirac equation in the local density approximation, with a point nucleus, nonrelativistic exchange, and the p electrons spread over j = 1/2 and j = 3/2 in proportion to 2j + 1. A finite nucleus raises the lead 6s level by 0.01 eV, and relativistic exchange raises the s levels by 0.03 eV in tin and 0.06 eV in lead. The p occupation matters more, as discussed near the end. They are not measured ionisation energies, and using them in a crystal neglects charge transfer and the electrostatic potential of the lattice.

The metal s levels are −10.80 eV for Sn 5s and −12.26 eV for Pb 6s, so tin is shallower by 1.46 eV. Without relativity they are −10.05 and −9.72 eV, and tin is deeper by 0.33 eV. Relativity lowers the s level by 0.75 eV in tin and by 2.54 eV in lead. The order of the two levels is thus a relativistic effect.

The halogen is iodine, with E_X = −7.26 eV. For both compounds take the round value V = 1.0 eV, so that 12V² = 12 eV².

For tin, δ = (10.80 − 7.26)/2 = 1.77 eV and √(1.77² + 12) = 3.89 eV. Then

E_v(Sn) = −7.26 − 1.77 + 3.89 = −5.14 eV,
w_s(Sn) = ½(1 − 1.77/3.89) = 0.27.

For lead, δ = 2.50 eV and the root is 4.27 eV. Then

E_v(Pb) = −7.26 − 2.50 + 4.27 = −5.49 eV,
w_s(Pb) = ½(1 − 2.50/4.27) = 0.21.

The tin edge is higher by 0.35 eV. This can be checked against the derivative. The rise is the integral of w_s over E_s from the lead value to the tin value, and w_s grows along the way because δ shrinks. The rise must therefore lie between 0.207 × 1.46 = 0.30 eV and 0.273 × 1.46 = 0.40 eV, as it does.

The sign does not depend on the chosen hopping, although the size does: the rise is 0.21 eV at V = 0.6 eV and 0.29 eV at V = 0.8 eV. With nonrelativistic s levels and V = 1.0 eV, the tin edge would instead lie 0.11 eV below the lead edge.

**Why tin oxidises more easily**

Oxidation takes electrons from the highest filled states. On the common energy scale of the model, a hole at the valence edge costs 0.35 eV less in the tin compound. The gap does not enter, because the electron leaves the crystal or goes to an oxidant and not to the conduction band.

Full oxidation to the tetravalent state removes two s electrons, which brings back the numbers of the opening. In density functional theory the derivative of the total energy with respect to an orbital occupation n is the orbital energy. For the s shell of the free ion this gives

E(B⁴⁺) − E(B²⁺) = −∫₀² ε_s(n) dn.

A deeper s level throughout the removal therefore means a larger cost. Evaluating the integral from three occupations agrees with the directly calculated relativistic energy differences to within 0.3 eV. The relativistic cost is 3.0 eV higher for lead, whereas the nonrelativistic cost is 3.1 eV lower.

The edge shift and the pair energy point the same way, but they measure different things. The first concerns one delocalised hole in a band that is mostly halogen p. The second concerns two electrons taken from an isolated ion. Neither is a reaction energy, which would also need the lattice energies and the energies of the oxidant and the products. What the two quantities establish is a tendency and its relativistic origin.

**The conduction edge**

For the gap, the other edge is needed as well. At R each B p orbital couples to the s orbital of the halogen on its own axis, with strength 2V′, and to nothing else. Spin-orbit coupling on B has the form λ L·S. Its eigenvalues follow from

L·S = ½[j(j+1) − l(l+1) − s(s+1)],

which for l = 1 and s = ½ is +½ for j = 3/2 and −1 for j = 1/2. If Δ is the splitting between these levels, then λ = 2Δ/3, and

E_3/2 = E_p + Δ/3,  E_1/2 = E_p − 2Δ/3,

with E_p the weighted average.

The three X s orbitals have the same energy E_Xs, and all three couplings are equal. The rotation that sorts the B p orbitals by j can therefore be applied to the X s orbitals too, without changing the form of the coupling. Each j = 1/2 state then meets one partner, and the lowest conduction level is

E_c = (E_1/2 + E_Xs)/2 + √[((E_1/2 − E_Xs)/2)² + 4V′²].

The atomic values are E_1/2 = −4.19 eV for tin, −4.82 eV for lead, and E_Xs = −17.63 eV for iodine. With V′ = 1.0 eV,

E_c(Sn) = −10.91 + √(6.72² + 4) = −3.90 eV,
E_c(Pb) = −11.225 + √(6.405² + 4) = −4.52 eV.

Diagonalising the full matrix of 32 spin orbitals reproduces both edge formulas. On a grid of wave vectors from the zone centre to R, with the remaining hoppings set to the values listed in the numerical output, the valence maximum and the conduction minimum both lie at R.

**The gap goes the other way**

The gaps are −3.90 + 5.14 = 1.25 eV for tin and −4.52 + 5.49 = 0.98 eV for lead, from the unrounded edges. With these levels and equal hoppings the model gives tin the **larger** gap, by 0.27 eV, contrary to the observed order.

The reason is visible in the edges. Both move up on going from lead to tin, so

change of gap = rise of conduction edge − rise of valence edge = 0.62 − 0.35 = +0.27 eV.

Turning lead into tin in three moves separates the causes. Changing the s level narrows the gap by 0.35 eV. Changing the average p level, which is nearly the same in both atoms, narrows it by another 0.06 eV. Changing the spin-orbit splitting from 1.51 eV to 0.46 eV widens it by 0.68 eV, because the j = 1/2 level is no longer pushed down so far. Thus the s-level argument is sound as far as it goes: with the lead splitting in both compounds, tin would have the smaller gap by 0.41 eV. The second relativistic effect, which lowers the conduction edge of lead, outweighs the first with these levels.

Could a different common value of V restore the observed order? The conduction rise of 0.62 eV does not depend on V. The valence rise is at most w_s(Sn) × 1.46 eV, and w_s(Sn) grows with V, but V cannot grow indefinitely. Setting E = E_c in the secular equation gives the hopping at which the gap closes,

V² = (E_c − E_s)(E_c − E_X)/12,

so that V is 1.33 eV for lead and 1.39 eV for tin. At V = 1.33 eV the tin s weight is ½(1 − 1.77/4.94) = 0.32, so the valence rise is below 0.32 × 1.46 = 0.47 eV. This is still less than 0.62 eV. With these atomic levels, V′ = 1.0 eV and the same hoppings in both compounds, tin keeps the larger gap for as long as both gaps are open.

**What could make the tin gap smaller**

The hoppings need not be equal. From the formula for E_v,

dE_v/dV = 12V/√(δ² + 12V²),

which for tin at V = 1.0 eV is 12/3.89 = 3.1. Each increase of V by 0.01 eV lifts the tin edge by about 0.03 eV, so closing the difference of 0.27 eV takes roughly 0.09 eV. Solving for equal gaps gives V = 1.09 eV for tin, with lead kept at 1.0 eV and V′ unchanged. A tin hopping about 9% larger than that of lead would thus be enough, and a larger value gives the observed order until the tin gap closes at V = 1.39 eV.

The atomic orbitals allow a rough estimate of the ratio, if hopping is assumed proportional to overlap with the same factor in both compounds. At a common distance of 3.15 Å, the overlap of the metal s orbital with iodine 5p₃/₂ is 0.191 for tin and 0.181 for lead, a ratio of 1.05. The overlap of metal p₁/₂ with iodine 5s has the ratio 1.08, which raises the tin conduction edge slightly. With both hoppings scaled in this way, the valence rise grows to 0.51 eV and the tin gap falls to 1.13 eV. It is still 0.15 eV larger than that of lead. Under this assumption the correction has the right sign and covers a little under half of the 0.27 eV needed to make the two gaps equal. The sign is not secure, however. If hopping is instead taken proportional to the overlap times the mean energy of the two levels, the ratio for the metal s orbital becomes 1.053 × (10.80 + 7.26)/(12.26 + 7.26) = 0.97, and the correction widens the tin gap.

What makes the observed tin gap smaller is therefore not settled here. Candidates that were not calculated are a shorter metal–halogen distance in the tin compound, different tilting of the octahedra, and shifts of the atomic levels in the crystal. Whatever the source, it must satisfy the condition found above: the valence edge has to rise by more than the conduction edge. In terms of the s level alone, with the conduction rise of 0.62 eV, the s weight averaged between the two compounds would have to exceed 0.62/1.46 = 0.42, whereas the model gives 0.21 to 0.27.

This threshold is sensitive to how the atomic levels are defined. For the free B²⁺ ions the s and p₁/₂ levels of tin lie 1.34 and 0.59 eV above those of lead, a ratio of 0.44. For neutral atoms with both p electrons in p₁/₂ the differences shrink to 0.93 and 0.21 eV. The weight needed is then only about 0.23, within the range the model gives, and the two gaps become nearly equal.

The two observations therefore do not rest equally on the 5s level. The higher antibonding edge and the lower cost of removing the pair both point towards easier oxidation, although neither is a reaction energy. The smaller gap needs that same rise to win against the spin-orbit lowering of the lead conduction edge, and free-atom levels with simple hoppings do not settle whether it does.

Calculated quantities

```
Free-atom levels, Dirac-Kohn-Sham LDA (eV)
Sn: ns -10.80, np1/2 -4.19, np3/2 -3.72
Sn: np average -3.88, np splitting 0.46
Sn: ns without relativity -10.05
Pb: ns -12.26, np1/2 -4.82, np3/2 -3.31
Pb: np average -3.82, np splitting 1.51
Pb: ns without relativity -9.72
I: 5s -17.63, 5p average -7.26
ns difference Sn-Pb, relativistic: 1.46 eV
ns difference Sn-Pb, nonrelativistic: -0.33 eV
Hoppings (eV): ss -0.8, sp 1.0, ps 1.0, pps 2.0, ppp -0.4
Band edges at R, equal hoppings
Sn: valence -5.144 eV, conduction -3.898 eV
Sn: gap 1.246 eV, s weight at valence edge 0.273
Sn: gap closes at hopping V = 1.392 eV
Pb: valence -5.492 eV, conduction -4.516 eV
Pb: gap 0.977 eV, s weight at valence edge 0.207
Pb: gap closes at hopping V = 1.332 eV
Valence rise Sn-Pb: 0.348 eV
Bounds on it: 0.303 and 0.398 eV
Conduction rise Sn-Pb: 0.618 eV
Gap change Sn-Pb: 0.270 eV
  from the s level: -0.348 eV
  from the p average: -0.061 eV
  from spin-orbit splitting: 0.679 eV
V = 0.6 eV: valence rise 0.209 eV, gap change 0.409 eV
V = 0.8 eV: valence rise 0.286 eV, gap change 0.332 eV
V = 1.0 eV: valence rise 0.348 eV, gap change 0.270 eV
Valence rise with nonrelativistic ns levels: -0.107 eV
Sn hopping V for equal gaps: 1.087 eV
Overlaps at 3.15 angstrom
Sn: ns-I 5p 0.1908, np1/2-I 5s 0.2204
Pb: ns-I 5p 0.1812, np1/2-I 5s 0.2046
Overlap ratios Sn/Pb: 1.053 (ns), 1.077 (np1/2)
Sn with overlap-scaled hoppings, Pb unchanged
Sn: valence -4.978 eV, conduction -3.852 eV
Sn: gap 1.126 eV
Valence rise Sn-Pb: 0.514 eV
Gap change Sn-Pb: 0.150 eV
Removal of the s pair, B2+ to B4+, free ions (eV)
Sn: relativistic 73.00, nonrelativistic 70.17
Pb: relativistic 76.04, nonrelativistic 67.09
Pb-Sn: relativistic 3.04, nonrelativistic -3.08
```
